# Local MP2 with projected atomic orbitals and pair domains: a numerical check

```python
# Local MP2 in localized occupied orbitals i,j,k and projected atomic orbitals r,s.
# Result under test: the Hylleraas functional, restricted to pair domains [ij],
# is stationary when, for r,s in [ij],
#   R_ij = K_ij + F T_ij S + S T_ij F
#          - sum_k ( f_ik S T_kj S + f_kj S T_ik S ) = 0,
# with rectangular overlap blocks S between different pair domains, and
#   E2 = sum_ij sum_rs K_ij[r,s] (2 T_ij[r,s] - T_ij[s,r]).
# K_ij[r,s] = (r i|s j); S, F: overlap and Fock matrices of the projected
# functions; f: Fock matrix of the localized occupied orbitals; T: amplitudes.
# Energies in hartree unless a label says otherwise.
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, mp


def contravariant(T):
    return 2 * T - T.transpose(0, 1, 3, 2)


def residual(K, T, S, F, f, dom):
    """Residual matrices, filled only inside each pair domain."""
    R = np.zeros_like(K)
    n = len(f)
    for i in range(n):
        for j in range(n):
            d = dom[i][j]
            dd = np.ix_(d, d)
            t = T[i, j][dd]
            r = K[i, j][dd] + F[dd] @ t @ S[dd] + S[dd] @ t @ F[dd]
            for k in range(n):
                a, b = dom[k][j], dom[i][k]
                Sa, Sb = S[np.ix_(d, a)], S[np.ix_(d, b)]
                r = r - f[i, k] * Sa @ T[k, j][np.ix_(a, a)] @ Sa.T
                r = r - f[k, j] * Sb @ T[i, k][np.ix_(b, b)] @ Sb.T
            R[i, j][dd] = r
    return R


def retained_basis(d, S, F, G, threshold):
    """Orthonormal, Fock-diagonal basis of the retained span of a domain."""
    dd = np.ix_(d, d)
    lam, v = eigh(S[dd], G[dd])
    keep = lam > threshold
    X = v[:, keep] / np.sqrt(lam[keep])
    e, u = np.linalg.eigh(X.T @ F[dd] @ X)
    return X @ u, e, lam


def solve(K, S, F, f, dom, G, threshold, tol=1e-9):
    n = len(f)
    basis = [[retained_basis(dom[i][j], S, F, G, threshold)
              for j in range(n)] for i in range(n)]
    T = np.zeros_like(K)
    for _ in range(500):
        R = residual(K, T, S, F, f, dom)
        worst = 0.0
        for i in range(n):
            for j in range(n):
                dd = np.ix_(dom[i][j], dom[i][j])
                X, e, _lam = basis[i][j]
                r = X.T @ R[i, j][dd] @ X
                worst = max(worst, np.abs(r).max())
                gap = e[:, None] + e[None, :] - f[i, i] - f[j, j]
                T[i, j][dd] -= X @ (r / gap) @ X.T
        if worst < tol:
            return T, basis
    raise RuntimeError("amplitude iteration did not converge")


def energy(K, T):
    return np.sum(K * contravariant(T))


def hylleraas(K, T, S, F, f, dom):
    return np.sum(contravariant(T) * (K + residual(K, T, S, F, f, dom)))


def pair_domains(orbital_domains):
    return [[sorted(set(a) | set(b)) for b in orbital_domains]
            for a in orbital_domains]


rng = np.random.default_rng(7)

# ---- Model in the full determinant space: everything from definitions ----
no, nv = 3, 3
norb = no + nv
lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
sign = sp.csr_matrix(np.diag([1.0, -1.0]))
one = sp.identity(2, format="csr")
ann = []
for m in range(2 * norb):
    op = sp.identity(1, format="csr")
    for k in range(2 * norb):
        factor = sign if k < m else (lower if k == m else one)
        op = sp.kron(op, factor, format="csr")
    ann.append(op)
E = [[(ann[2*p].T @ ann[2*q] + ann[2*p+1].T @ ann[2*q+1]).tocsr()
      for q in range(norb)] for p in range(norb)]
dim = 2 ** (2 * norb)
vac = np.zeros(dim)
vac[int("1" * (2 * no) + "0" * (2 * nv), 2)] = 1.0

f_oo = np.array([[-1.2, 0.10, -0.08], [0.10, -1.0, 0.12], [-0.08, 0.12, -0.9]])
f_vv = np.array([[0.6, 0.10, 0.05], [0.10, 0.9, -0.10], [0.05, -0.10, 1.3]])
f_all = np.zeros((norb, norb))
f_all[:no, :no], f_all[no:, no:] = f_oo, f_vv
H0 = sp.csr_matrix((dim, dim))
for p in range(norb):
    for q in range(norb):
        if f_all[p, q] != 0.0:
            H0 = H0 + f_all[p, q] * E[p][q]
E0 = 2 * np.trace(f_oo)
assert np.allclose(H0 @ vac, E0 * vac)

fac = rng.normal(size=(5, norb, norb))
fac = fac + fac.transpose(0, 2, 1)
g = 0.01 * np.einsum("Lpq,Lrs->pqrs", fac, fac)
Evac = np.array([[E[p][q] @ vac for q in range(norb)] for p in range(norb)])
w = np.einsum("pqrs,rsx->pqx", g, Evac)
Hvac = -0.5 * np.einsum("pqqs,psx->x", g, Evac)
for p in range(norb):
    for q in range(norb):
        Hvac = Hvac + 0.5 * (E[p][q] @ w[p, q])

# Columns: four nonorthogonal, linearly dependent functions in three dimensions.
Q = np.array([[1.0, 0.2, 0.1, 0.6], [0.3, 1.0, 0.4, -0.5], [0.0, 0.3, 1.0, 0.7]])
nf = Q.shape[1]
S_m, F_m = Q.T @ Q, Q.T @ f_vv @ Q
K_m = np.einsum("aibj,ar,bs->ijrs", g[no:, :no, no:, :no], Q, Q)
dom_m = pair_domains([[0], [1], [0, 2, 3]])
exc = [[sum(Q[a, r] * E[no + a][i] for a in range(nv)) for i in range(no)]
       for r in range(nf)]
Phi = np.zeros((no, no, nf, nf, dim))
for j in range(no):
    for s in range(nf):
        single = exc[s][j] @ vac
        for i in range(no):
            for r in range(nf):
                Phi[i, j, r, s] = exc[r][i] @ single

mask = np.zeros((no, no, nf, nf))
for i in range(no):
    for j in range(no):
        mask[i, j][np.ix_(dom_m[i][j], dom_m[i][j])] = 1.0
T_try = rng.normal(size=K_m.shape) * mask
T_try = T_try + T_try.transpose(1, 0, 3, 2)
psi = 0.5 * np.einsum("ijrs,ijrsx->x", T_try, Phi)
H0psi = H0 @ psi - E0 * psi
bra = (2 * Phi + Phi.transpose(0, 1, 3, 2, 4)) / 6
R_definition = (bra @ (Hvac + H0psi)) * mask
R_formula = residual(K_m, T_try, S_m, F_m, f_oo, dom_m)
residual_error = np.abs(R_definition - R_formula).max()
assert residual_error < 1e-10
assert abs(psi @ Hvac - energy(K_m, T_try)) < 1e-10
J_definition = 2 * psi @ Hvac + psi @ H0psi
assert abs(J_definition - hylleraas(K_m, T_try, S_m, F_m, f_oo, dom_m)) < 1e-9

rows = np.array([Phi[i, j, r, s] for i in range(no) for j in range(i, no)
                 for r in dom_m[i][j] for s in dom_m[i][j]])
A = rows @ (H0 @ rows.T - E0 * rows.T)
b = rows @ Hvac
E_minimum = -b @ np.linalg.pinv(A, rcond=1e-10, hermitian=True) @ b
T_m, _ = solve(K_m, S_m, F_m, f_oo, dom_m, np.eye(nf), 1e-8, tol=1e-11)
E_model = energy(K_m, T_m)
assert abs(E_minimum - E_model) < 1e-8

print("MODEL, 3 occupied + 3 virtual orbitals, 4 functions")
print(f"largest residual in the random trial: {np.abs(R_formula).max():.4f} hartree")
print(f"largest deviation from definition: {residual_error:.1e} hartree")
print(f"E2, minimum in determinant space: {E_minimum:.8f} hartree")
print(f"E2, local amplitude equations:    {E_model:.8f} hartree")

# ---- HCl: reference, localization and projected atomic orbitals ----
bond_length = 2.4
mol = gto.M(atom=f"Cl 0 0 0; H 0 0 {bond_length}", unit="Bohr",
            basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
mf.kernel()
assert mf.converged
S_ao, F_ao, C = mf.get_ovlp(), mf.get_fock(), mf.mo_coeff
nao, nocc, ncore = mol.nao, mol.nelectron // 2, 5
nvir = nao - nocc
C_occ, C_val, C_vir = C[:, :nocc], C[:, ncore:nocc], C[:, nocc:]
nval = nocc - ncore

dip = np.einsum("xpq,pi,qj->xij", mol.intor("int1e_r"), C_val, C_val)
U = np.linalg.qr(rng.normal(size=(nval, nval)))[0]
for sweep in range(2000):
    largest = 0.0
    for i in range(nval):
        for j in range(i + 1, nval):
            ui, uj = U[:, i].copy(), U[:, j].copy()
            half = 0.5 * (ui @ dip @ ui - uj @ dip @ uj)
            off = ui @ dip @ uj
            angle = np.arctan2(2 * half @ off, half @ half - off @ off) / 4
            U[:, i] = np.cos(angle) * ui + np.sin(angle) * uj
            U[:, j] = -np.sin(angle) * ui + np.cos(angle) * uj
            largest = max(largest, abs(angle))
    if largest < 1e-9:
        break
assert largest < 1e-9

s_val, s_vec = np.linalg.eigh(S_ao)
S_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
cl_start, cl_end = mol.aoslice_by_atom()[0, 2:]
h_start, h_end = mol.aoslice_by_atom()[1, 2:]
pop_H = 2 * np.sum((S_half @ C_val @ U)[h_start:h_end] ** 2, axis=0)
order = np.argsort(-pop_H)
U, pop_H = U[:, order], pop_H[order]
L = C_val @ U
assert pop_H[0] > 0.3 and pop_H[1] < 0.3
cl_functions = list(range(cl_start, cl_end))
all_functions = list(range(nao))
dom = pair_domains([all_functions if x > 0.3 else cl_functions for x in pop_H])
dom_full = pair_domains([all_functions] * nval)

P = np.eye(nao) - C_occ @ C_occ.T @ S_ao
S, F, f = P.T @ S_ao @ P, P.T @ F_ao @ P, L.T @ F_ao @ L
assert np.abs(P.T @ S_ao @ C_occ).max() < 1e-9
eri = mol.intor("int2e")
K = np.einsum("pqrs,pa,qi,rb,sj->ijab", eri, P, L, P, L, optimize=True)

# ---- Complete domains against a separate canonical program ----
cut = 0.01
E_canonical = mp.MP2(mf, frozen=ncore).run().e_corr
T_full, basis_full = solve(K, S, F, f, dom_full, S_ao, cut)
E_full = energy(K, T_full)
lam_full = basis_full[0][0][2]
assert np.all(np.minimum(np.abs(lam_full), np.abs(lam_full - 1)) < 1e-8)
assert np.sum(lam_full > 0.5) == nvir
assert abs(E_full - E_canonical) < 1e-7

# ---- Truncated domains ----
T, basis = solve(K, S, F, f, dom, S_ao, cut)
E_local = energy(K, T)
lam = basis[1][1][2]
kept = basis[1][1][0].shape[1]
assert kept < nvir and E_local > E_full + 1e-6

# Functional of the same wave function, written in canonical orbitals.
K_can = np.einsum("pqrs,pa,qi,rb,sj->ijab", eri, C_vir, C_val, C_vir, C_val,
                  optimize=True)
eps = np.diag(C.T @ F_ao @ C)
ev, eo = eps[nocc:], eps[ncore:nocc]
gap = (ev[None, None, :, None] + ev[None, None, None, :]
       - eo[:, None, None, None] - eo[None, :, None, None])
B = C_vir.T @ S_ao @ P


def functional_canonical(amplitudes):
    t = np.einsum("Ii,Jj,ar,ijrs,bs->IJab", U, U, B, amplitudes, B, optimize=True)
    return np.sum(contravariant(t) * (2 * K_can + gap * t))


J_local = functional_canonical(T)
assert abs(J_local - E_local) < 1e-7
step = np.zeros_like(T)
for i in range(nval):
    for j in range(nval):
        X = basis[i][j][0]
        Z = rng.normal(size=(X.shape[1], X.shape[1]))
        step[i, j][np.ix_(dom[i][j], dom[i][j])] = X @ Z @ X.T
step = 0.5 * (step + step.transpose(1, 0, 3, 2))
h = 1e-3
J_plus, J_minus = functional_canonical(T + h*step), functional_canonical(T - h*step)
slope = (J_plus - J_minus) / (2 * h)
assert abs(slope) < 1e-6 and J_plus > J_local and J_minus > J_local

# Smaller threshold means a larger retained space, hence a lower energy.
table = []
for c in (0.1, 0.01, 0.001):
    Tc, bc = solve(K, S, F, f, dom, S_ao, c)
    table.append((c, bc[1][1][0].shape[1], energy(K, Tc)))
levels = [row[2] for row in table] + [E_full]
assert all(levels[n + 1] <= levels[n] + 1e-8 for n in range(3))

# Occupied coupling left out of the amplitude equations.
T_un, _ = solve(K, S, F, np.diag(np.diag(f)), dom, S_ao, cut)
E_un = energy(K, T_un)
J_un = hylleraas(K, T_un, S, F, f, dom)
assert abs(J_un - functional_canonical(T_un)) < 1e-7
assert J_un > E_local

# Size of the overlap-mediated term from a bond-lone pair in a lone-lone pair.
d, a = dom[1][2], dom[0][2]
X = basis[1][2][0]
S_block = S[np.ix_(d, a)]
coupling = f[1, 0] * X.T @ S_block @ T[0, 2][np.ix_(a, a)] @ S_block.T @ X
K_pair = X.T @ K[1, 2][np.ix_(d, d)] @ X


def by_type(amplitudes):
    e = np.sum(K * contravariant(amplitudes), axis=(2, 3))
    same = np.trace(e[1:, 1:])
    return (e[0, 0], e[0, 1:].sum() + e[1:, 0].sum(), same, e[1:, 1:].sum() - same)


kj = physical_constants["Hartree energy"][0] * N_A / 1000
print("HCl, RHF/cc-pVDZ, frozen Cl 1s2s2p core")
print(f"bond length: {bond_length:.1f} bohr")
print(f"RHF energy: {mf.e_tot:.6f} hartree")
print(f"AOs: {nao} (Cl {len(cl_functions)}, H {h_end - h_start}); virtuals: {nvir}")
print("H population, bond then lone pairs (electrons):",
      " ".join(f"{x:.3f}" for x in pop_H))
print(f"f bond-bond: {f[0, 0]:.4f} hartree")
print(f"f lone-lone, same orbital: {f[1, 1]:.4f} hartree")
print(f"|f| bond-lone: {abs(f[0, 1]):.4f} hartree")
print(f"|f| lone-lone, different: {abs(f[1, 2]):.4f} hartree")
print("surviving norm fractions lambda, Cl domain (no unit):")
for n in range(0, len(lam), 6):
    print("  ", " ".join(f"{max(x, 0.0):.1e}" for x in lam[n:n + 6]))
print(f"threshold on lambda: {cut}")
print(f"retained functions: Cl domain {kept}, full domain {nvir}")
print(f"overlap block, lone-lone to bond-lone: {S_block.shape[0]} x {S_block.shape[1]}")
print(f"norm of K, lone-lone pair: {np.linalg.norm(K_pair):.5f} hartree")
print(f"norm of one bond-lone coupling term: {np.linalg.norm(coupling):.5f} hartree")
print(f"E2 canonical MP2:          {E_canonical:.7f} hartree")
print(f"E2 local, complete domains: {E_full:.7f} hartree")
print(f"E2 local, truncated:        {E_local:.7f} hartree")
print(f"J of truncated solution, canonical orbitals: {J_local:.7f} hartree")
print(f"slope of J along a random domain step: {slope:.1e} hartree")
print(f"recovered: {100 * E_local / E_full:.3f} percent")
print(f"missing: {1000 * (E_local - E_full):.4f} millihartree")
print(f"missing, converted: {kj * (E_local - E_full):.3f} kJ/mol")
print("threshold, retained Cl functions, E2 (hartree), percent:")
for c, size, e2 in table:
    print(f"  {c:<6} {size:3d} {e2:.7f} {100 * e2 / E_full:.3f}")
print("pair type: E2 complete, E2 truncated (hartree)")
names = ("bond-bond", "bond-lone, 3 pairs", "lone, same orbital, 3",
         "lone-lone, 3 pairs")
for name, x, y in zip(names, by_type(T_full), by_type(T)):
    print(f"  {name}: {x:.6f} {y:.6f}")
print(f"no occupied coupling, E2 expression: {E_un:.7f} hartree")
print(f"no occupied coupling, functional J:  {J_un:.7f} hartree")
print("no test failed")
```

Running it gives:

```
MODEL, 3 occupied + 3 virtual orbitals, 4 functions
largest residual in the random trial: 19.4806 hartree
largest deviation from definition: 5.3e-15 hartree
E2, minimum in determinant space: -0.06725258 hartree
E2, local amplitude equations:    -0.06725258 hartree
HCl, RHF/cc-pVDZ, frozen Cl 1s2s2p core
bond length: 2.4 bohr
RHF energy: -460.089415 hartree
AOs: 23 (Cl 18, H 5); virtuals: 14
H population, bond then lone pairs (electrons): 0.864 0.035 0.035 0.035
f bond-bond: -0.8104 hartree
f lone-lone, same orbital: -0.6230 hartree
|f| bond-lone: 0.1383 hartree
|f| lone-lone, different: 0.1514 hartree
surviving norm fractions lambda, Cl domain (no unit):
   0.0e+00 4.5e-21 1.2e-16 7.7e-16 4.5e-09 3.4e-04
   4.8e-04 4.8e-04 7.4e-02 1.0e+00 1.0e+00 1.0e+00
   1.0e+00 1.0e+00 1.0e+00 1.0e+00 1.0e+00 1.0e+00
threshold on lambda: 0.01
retained functions: Cl domain 10, full domain 14
overlap block, lone-lone to bond-lone: 18 x 23
norm of K, lone-lone pair: 0.11165 hartree
norm of one bond-lone coupling term: 0.00478 hartree
E2 canonical MP2:          -0.1462622 hartree
E2 local, complete domains: -0.1462622 hartree
E2 local, truncated:        -0.1450465 hartree
J of truncated solution, canonical orbitals: -0.1450465 hartree
slope of J along a random domain step: -1.5e-09 hartree
recovered: 99.169 percent
missing: 1.2157 millihartree
missing, converted: 3.192 kJ/mol
threshold, retained Cl functions, E2 (hartree), percent:
  0.1      9 -0.1418086 96.955
  0.01    10 -0.1450465 99.169
  0.001   10 -0.1450465 99.169
pair type: E2 complete, E2 truncated (hartree)
  bond-bond: -0.019597 -0.019595
  bond-lone, 3 pairs: -0.037676 -0.037597
  lone, same orbital, 3: -0.042282 -0.041850
  lone-lone, 3 pairs: -0.046708 -0.046004
no occupied coupling, E2 expression: -0.1392040 hartree
no occupied coupling, functional J:  -0.1430700 hartree
no test failed
```
